# How Large Must a Space Radiator Be to Reject One Kilowatt?: a program that tests the result

```python
"""
Result under test: a one-sided radiator in empty space needs the area
    A = P / (eps * sigma * T^4),
about 2.4 m^2 for P = 1 kW, eps = 0.9, T = 300 K.
P: rejected power; eps: total hemispherical emissivity;
sigma: Stefan-Boltzmann constant; T: uniform panel temperature.
The ideal panel has an insulated back and receives no radiation.
The program tests the radiation law from mode counting and Planck's
spectrum, and sizes the effects left out. All quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.optimize import minimize_scalar

h, c, kB = const.h, const.c, const.k
sigma = const.Stefan_Boltzmann

# Ideal radiator
power, emissivity, temperature = 1000.0, 0.9, 300.0
black_flux = sigma * temperature**4
panel_flux = emissivity * black_flux
area = power / panel_flux

# Rough typical values for a white-painted aluminium panel in low orbit
solar_flux, solar_absorptance = 1360.0, 0.2
earth_flux, earth_albedo = 240.0, 0.3
earth_radius, altitude = 6.37e6, 4.0e5
background_temperature, sun_temperature = 2.7, 5800.0
conductivity, thickness, half_spacing = 170.0, 1.0e-3, 0.10
density, specific_heat = 2700.0, 900.0
back_emissivity = 0.02
band_edge = 4.0e-6

# --- Mode count: lattice points in a periodic box, two polarizations
radius = 40
n = np.arange(-radius, radius + 1)
n_squared = (n[:, None, None]**2 + n[None, :, None]**2
             + n[None, None, :]**2)
counted_modes = 2 * np.count_nonzero(n_squared <= radius**2)
formula_modes = 8 * np.pi * radius**3 / 3
assert abs(counted_modes / formula_modes - 1) < 0.01

# --- Mean thermal energy of a mode, from the Boltzmann sum
photons = np.arange(0, 400)
for x in (0.3, 1.0, 4.0):
    weights = np.exp(-x * photons)
    mean_energy = np.sum(x * photons * weights) / np.sum(weights)
    assert abs(mean_energy / (x / np.expm1(x)) - 1) < 1e-10

# --- One-way flux factor 1/4, from random isotropic directions
rng = np.random.default_rng(7)
directions = rng.normal(size=(400000, 3))
cosines = directions[:, 2] / np.linalg.norm(directions, axis=1)
flux_factor = np.mean(np.maximum(cosines, 0.0))
assert abs(flux_factor - 0.25) < 0.003  # sampling error about 0.0005

# --- Black-body flux by quadrature on one frequency grid for all T
nodes, node_weights = np.polynomial.legendre.leggauss(200)
nu_max = 50 * kB * 400.0 / h
nu = 0.5 * nu_max * (nodes + 1)
nu_weights = 0.5 * nu_max * node_weights


def planck_flux(T):
    """Flux c*u/4 summed over the Planck energy density."""
    energy_density = (8 * np.pi * nu**2 / c**3
                      * h * nu / np.expm1(h * nu / (kB * T)))
    return c / 4 * np.sum(nu_weights * energy_density)


for T in (250.0, 300.0, 350.0):
    assert abs(planck_flux(T) / (sigma * T**4) - 1) < 1e-7
planck_integral = quad(lambda x: x**3 / np.expm1(x), 0, 100)[0]
assert abs(planck_integral / (np.pi**4 / 15) - 1) < 1e-8
sigma_formula = 2 * np.pi**5 * kB**4 / (15 * h**3 * c**2)
assert abs(sigma_formula / sigma - 1) < 1e-8
assert abs(area * emissivity * planck_flux(temperature) - power) < 1e-3
assert abs(area - 2.4) < 0.05

# --- Sensitivity of the area to temperature at fixed power
log_slope = (-np.log(planck_flux(301.0) / planck_flux(299.0))
             / np.log(301.0 / 299.0))
assert abs(log_slope + 4) < 1e-5

# --- Peak of the spectrum per unit wavelength
peak = minimize_scalar(
    lambda um: -1 / (um**5 * np.expm1(
        h * c / (um * 1e-6 * kB * temperature))),
    bounds=(3, 30), method="bounded", options={"xatol": 1e-8}).x
assert abs(peak * 1e-6 * temperature / const.Wien - 1) < 1e-5


# --- Fraction of black-body flux at wavelengths below the band edge
def short_fraction(T):
    """Series form of the Planck fraction below band_edge."""
    x = h * c / (band_edge * kB * T)
    m = np.arange(1, 300)
    terms = np.exp(-m * x) * (x**3 / m + 3 * x**2 / m**2
                             + 6 * x / m**3 + 6 / m**4)
    return 15 / np.pi**4 * np.sum(terms)


for T in (temperature, sun_temperature):
    x_edge = h * c / (band_edge * kB * T)
    integral = quad(lambda x: x**3 / np.expm1(x), x_edge, 100,
                    epsabs=1e-12)[0]
    assert abs(short_fraction(T) - integral * 15 / np.pi**4) < 1e-7
panel_short = short_fraction(temperature)
sun_long = 1 - short_fraction(sun_temperature)
assert panel_short < 0.01 and sun_long < 0.02


# --- Emission equals absorption for a thick, weakly absorbing dielectric
def reflectance(angle, n_in, n_out):
    """Unpolarized Fresnel reflectance for incidence from n_in."""
    cos_in = np.cos(angle)
    sin_out = n_in * np.sin(angle) / n_out
    cos_out = np.sqrt(max(0.0, 1 - sin_out**2))
    r_s = ((n_in * cos_in - n_out * cos_out)
           / (n_in * cos_in + n_out * cos_out))
    r_p = ((n_out * cos_in - n_in * cos_out)
           / (n_out * cos_in + n_in * cos_out))
    return 0.5 * (r_s**2 + r_p**2)


root_R = np.sqrt(1 - emissivity)
index = (1 + root_R) / (1 - root_R)
absorbed_fraction = quad(
    lambda a: (1 - reflectance(a, 1.0, index)) * np.sin(2 * a),
    0, np.pi / 2)[0]
escaped_fraction = index**2 * quad(
    lambda a: (1 - reflectance(a, index, 1.0)) * np.sin(2 * a),
    0, np.arcsin(1 / index), limit=200)[0]
assert abs(1 - reflectance(0.0, 1.0, index) - emissivity) < 1e-12
assert abs(absorbed_fraction - escaped_fraction) < 1e-6
area_normal = power / (absorbed_fraction * black_flux)

# --- Earth view factors: closed forms against a surface integral
orbit_radius = earth_radius + altitude
rho = np.arcsin(earth_radius / orbit_radius)
view_facing = np.sin(rho)**2
view_edge = (rho - np.sin(rho) * np.cos(rho)) / np.pi
gamma_max = np.arccos(earth_radius / orbit_radius)
n_gamma, n_phi = 1200, 400
gamma = ((np.arange(n_gamma) + 0.5) * gamma_max / n_gamma)[:, None]
phi = ((np.arange(n_phi) + 0.5) * 2 * np.pi / n_phi)[None, :]
dx = earth_radius * np.sin(gamma) * np.cos(phi)
dy = earth_radius * np.sin(gamma) * np.sin(phi)
dz = earth_radius * np.cos(gamma) - orbit_radius
distance = np.sqrt(dx**2 + dy**2 + dz**2)
cos_earth = (orbit_radius * np.cos(gamma) - earth_radius) / distance
patch = (earth_radius**2 * np.sin(gamma)
         * (gamma_max / n_gamma) * (2 * np.pi / n_phi))
kernel = cos_earth * patch / (np.pi * distance**2)
numeric_facing = np.sum(kernel * (-dz) / distance)
numeric_edge = np.sum(kernel * np.maximum(dx, 0) / distance)
assert abs(numeric_facing - view_facing) < 1e-3
assert abs(numeric_edge - view_edge) < 1e-3

# --- Incoming radiation and the area then required
sun_absorbed = solar_absorptance * solar_flux
facing_absorbed = emissivity * earth_flux * view_facing
edge_absorbed = emissivity * earth_flux * view_edge
albedo_absorbed = (solar_absorptance * earth_albedo
                   * solar_flux * view_facing)
background_absorbed = emissivity * sigma * background_temperature**4


def area_with_input(absorbed):
    assert absorbed < panel_flux
    return power / (panel_flux - absorbed)


sunlit_temperature = ((power / area + sun_absorbed)
                      / (emissivity * sigma))**0.25

# --- Time evolution with the numerically integrated Planck flux
heat_capacity = density * specific_heat * thickness
tau = heat_capacity * temperature / (4 * panel_flux)


def evolve(start, duration, absorbed):
    def rate(t, y):
        net = power / area + absorbed - emissivity * planck_flux(y[0])
        return [net / heat_capacity]
    run = solve_ivp(rate, (0, duration), [start], rtol=1e-8, atol=1e-8)
    assert run.success
    return run.y[0, -1]


assert abs(evolve(250.0, 20 * tau, 0.0) - temperature) < 1e-3
assert abs(evolve(350.0, 20 * tau, 0.0) - temperature) < 1e-3
assert abs(evolve(250.0, 20 * tau, sun_absorbed)
           - sunlit_temperature) < 1e-3
remaining = evolve(temperature + 1, tau, 0.0) - temperature
assert abs(remaining - np.exp(-1)) < 0.005  # small nonlinear correction

# --- Heat spreading in the sheet between pipes
mL = half_spacing * np.sqrt(
    4 * panel_flux / (temperature * conductivity * thickness))
fin_formula = np.tanh(mL) / mL
drop_formula = temperature / 4 * (1 - 1 / np.cosh(mL))


def sheet_equation(x, y):
    curvature = emissivity * sigma * y[0]**4 / (conductivity * thickness)
    return np.vstack((y[1], curvature))


def sheet_ends(left, right):
    return np.array([left[0] - temperature, right[1]])


mesh = np.linspace(0, half_spacing, 41)
guess = np.vstack((np.full(mesh.size, temperature), np.zeros(mesh.size)))
sheet = solve_bvp(sheet_equation, sheet_ends, mesh, guess, tol=1e-7)
assert sheet.success
fin_efficiency = (-conductivity * thickness * sheet.sol(0.0)[1]
                  / (panel_flux * half_spacing))
sheet_drop = temperature - sheet.sol(half_spacing)[0]
# The linearized formulas omit terms of second order in the drop.
assert abs(fin_efficiency / fin_formula - 1) < 0.01
assert abs(sheet_drop / drop_formula - 1) < 0.03

back_saving = 1 - emissivity / (emissivity + back_emissivity)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Rejected power", power, "W")
show("Emissivity", emissivity)
show("Panel temperature", temperature, "K")
show("Stefan-Boltzmann constant", sigma, "W/(m^2 K^4)", 7)
show("Modes counted / formula", counted_modes / formula_modes, "", 5)
show("Sampled one-way flux factor", flux_factor)
show("Planck integral", planck_integral, "", 7)
show("Black-body flux at 300 K", black_flux, "W/m^2", 5)
show("Panel flux", panel_flux, "W/m^2", 5)
show("IDEAL AREA", area, "m^2")
show("Ideal area, converted", area * 1e4, "cm^2")
show("Numerical d ln A / d ln T", log_slope, "", 5)
show("Ideal area at 290 K", area * (300 / 290)**4, "m^2")
show("Ideal area at 310 K", area * (300 / 310)**4, "m^2")
show("Peak wavelength at 300 K", peak, "um")
show("Band edge", band_edge * 1e6, "um")
show("300 K flux below band edge", 100 * panel_short, "%", 3)
show("Sun model temperature (rough)", sun_temperature, "K")
show("Sun flux above band edge", 100 * sun_long, "%", 3)
show("Solar flux (rough)", solar_flux, "W/m^2")
show("Solar absorptance (rough)", solar_absorptance)
show("Absorbed full sunlight", sun_absorbed, "W/m^2")
show("Area in full sunlight", area_with_input(sun_absorbed), "m^2", 3)
show("Ideal-area panel in full sun", sunlit_temperature, "K")
show("Earth thermal flux (rough)", earth_flux, "W/m^2")
show("Earth radius (rough)", earth_radius / 1e3, "km")
show("Orbit altitude", altitude / 1e3, "km")
show("Earth view factor, facing", view_facing, "", 3)
show("Earth view factor, edge-on", view_edge, "", 3)
show("Earth heat absorbed, facing", facing_absorbed, "W/m^2", 3)
show("Earth heat absorbed, edge-on", edge_absorbed, "W/m^2", 3)
show("Area facing dark Earth", area_with_input(facing_absorbed), "m^2", 3)
show("Area edge-on, no sunlight", area_with_input(edge_absorbed), "m^2", 3)
show("Earth albedo (rough)", earth_albedo)
show("Reflected-sun absorption bound", albedo_absorbed, "W/m^2", 3)
show("Area facing Earth, with bound",
     area_with_input(facing_absorbed + albedo_absorbed), "m^2", 3)
show("Background temperature (rough)", background_temperature, "K")
show("Absorbed background", background_absorbed, "W/m^2", 2)
show("Sheet conductivity (rough)", conductivity, "W/(m K)")
show("Sheet thickness", thickness * 1e3, "mm")
show("Half pipe spacing", half_spacing, "m")
show("Fin parameter mL", mL, "", 3)
show("Temperature drop in sheet", sheet_drop, "K", 3)
show("Fin efficiency, numerical", fin_efficiency, "", 3)
show("Fin efficiency, formula", fin_formula, "", 3)
show("Area with sheet drop", area / fin_efficiency, "m^2", 3)
show("Back effective emissivity (rough)", back_emissivity)
show("Area saved by back leak", 100 * back_saving, "%", 2)
show("Model refractive index", index)
show("Hemispherical emissivity, model", absorbed_fraction, "", 3)
show("Same, from inside emission", escaped_fraction, "", 3)
show("Area if 0.9 is normal value", area_normal, "m^2", 3)
show("Sheet density (rough)", density, "kg/m^3")
show("Sheet specific heat (rough)", specific_heat, "J/(kg K)")
show("Heat capacity per area", heat_capacity, "J/(m^2 K)")
show("Thermal response time", tau, "s", 3)
print("checks complete")
```

Printed output:

```
Rejected power: 1000 W
Emissivity: 0.9
Panel temperature: 300 K
Stefan-Boltzmann constant: 5.670374e-08 W/(m^2 K^4)
Modes counted / formula: 0.9988
Sampled one-way flux factor: 0.2504
Planck integral: 6.493939
Black-body flux at 300 K: 459.3 W/m^2
Panel flux: 413.37 W/m^2
IDEAL AREA: 2.419 m^2
Ideal area, converted: 2.419e+04 cm^2
Numerical d ln A / d ln T: -4
Ideal area at 290 K: 2.77 m^2
Ideal area at 310 K: 2.122 m^2
Peak wavelength at 300 K: 9.659 um
Band edge: 4 um
300 K flux below band edge: 0.213 %
Sun model temperature (rough): 5800 K
Sun flux above band edge: 0.963 %
Solar flux (rough): 1360 W/m^2
Solar absorptance (rough): 0.2
Absorbed full sunlight: 272 W/m^2
Area in full sunlight: 7.07 m^2
Ideal-area panel in full sun: 340.4 K
Earth thermal flux (rough): 240 W/m^2
Earth radius (rough): 6370 km
Orbit altitude: 400 km
Earth view factor, facing: 0.885
Earth view factor, edge-on: 0.289
Earth heat absorbed, facing: 191 W/m^2
Earth heat absorbed, edge-on: 62.3 W/m^2
Area facing dark Earth: 4.5 m^2
Area edge-on, no sunlight: 2.85 m^2
Earth albedo (rough): 0.3
Reflected-sun absorption bound: 72.2 W/m^2
Area facing Earth, with bound: 6.67 m^2
Background temperature (rough): 2.7 K
Absorbed background: 2.7e-06 W/m^2
Sheet conductivity (rough): 170 W/(m K)
Sheet thickness: 1 mm
Half pipe spacing: 0.1 m
Fin parameter mL: 0.569
Temperature drop in sheet: 10.8 K
Fin efficiency, numerical: 0.908
Fin efficiency, formula: 0.904
Area with sheet drop: 2.66 m^2
Back effective emissivity (rough): 0.02
Area saved by back leak: 2.2 %
Model refractive index: 1.925
Hemispherical emissivity, model: 0.849
Same, from inside emission: 0.849
Area if 0.9 is normal value: 2.56 m^2
Sheet density (rough): 2700 kg/m^3
Sheet specific heat (rough): 900 J/(kg K)
Heat capacity per area: 2430 J/(m^2 K)
Thermal response time: 441 s
checks complete
```
